# Surface Generation at a Silicon–Oxide Interface under Hole Accumulation, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The generation law

### The situation

A photodiode in a silicon image sensor stores the electrons released by light in a depleted region. If that region reaches the oxide, the traps at the interface fill it in the dark as well. An electron climbs from the valence band to a trap and from there to the conduction band, and the field carries it into the store. The usual remedy is a thin, strongly p-type layer between the oxide and the depleted region. The traps are still there, but they now sit among many holes. The question is how much generation is left, and under what condition.

The hole density alone does not fix the net generation. In thermal equilibrium the net generation is zero at any hole density, because the electron density adjusts to $n=n_i^2/p$. A photodiode is not in equilibrium: the depleted region next to the layer drains electrons from it. The case of interest therefore has two properties at the surface,

$$p\gg n_i,\qquad n\ll \frac{n_i^2}{p}. \tag{1}$$

Here $n$ and $p$ are the electron and hole densities at the interface and $n_i$ is the intrinsic density. Under these conditions, with uniform trap density and equal cross sections, the net generation per area and time is

$$G\simeq 2\sigma v\,kT D_{it}\,\frac{n_i^2}{p}\,\ln\frac{p}{n_i}. \tag{2}$$

The symbol $\sigma$ is the capture cross section, $v$ the thermal speed, and $D_{it}$ the number of traps per area and energy. The energy unit in $D_{it}$ must be that of $kT$. $G$ is positive when pairs are created.

### One trap

Take a trap at energy $E$ that holds either no electron or one, with probability $f$ of holding one. Let $c_n$ and $c_p$ be the capture coefficients, each a cross section times a thermal speed. Four processes change the occupation:

- electron capture from the conduction band, at the rate $c_n n(1-f)$;
- electron emission to the conduction band, at the rate $e_n f$;
- hole capture, at the rate $c_p p f$, which empties the trap;
- hole emission, at the rate $e_p(1-f)$, which fills it from the valence band.

The emission coefficients follow from equilibrium, where each capture process balances its own reverse. There

$$f=\frac{1}{1+e^{(E-E_F)/kT}},\qquad \frac{1-f}{f}=e^{(E-E_F)/kT},$$

where a degeneracy factor of the trap, if there is one, is absorbed into the definition of $E$. For nondegenerate carriers $n=n_ie^{(E_F-E_i)/kT}$ and $p=n_ie^{(E_i-E_F)/kT}$, with $E_i$ the intrinsic level. Define

$$x=\frac{E-E_i}{kT},\qquad n_1=n_ie^{x},\qquad p_1=n_ie^{-x},$$

so that $n_1p_1=n_i^2$. The balance for electrons gives

$$e_n=c_n n\,\frac{1-f}{f}=c_n n_i e^{(E_F-E_i)/kT}e^{(E-E_F)/kT}=c_n n_1.$$

The balance for holes gives

$$e_p=c_p p\,\frac{f}{1-f}=c_p n_i e^{(E_i-E_F)/kT}e^{(E_F-E)/kT}=c_p p_1.$$

The Fermi level has dropped out. These coefficients are now used away from equilibrium as well. This assumes that the lattice stays at temperature $T$ and that the local field does not change the emission.

In the steady state the filling and emptying rates are equal:

$$(c_n n+c_p p_1)(1-f)=(c_n n_1+c_p p)f.$$

Solving for the occupation gives

$$f=\frac{c_n n+c_p p_1}{c_n(n+n_1)+c_p(p+p_1)}. \tag{3}$$

The net generation rate $g$ of the trap is electron emission minus electron capture, $g=c_nn_1f-c_nn(1-f)$. Over the common denominator its numerator is

$$c_n\left[n_1(c_n n+c_p p_1)-n(c_n n_1+c_p p)\right].$$

The two terms in $c_n n n_1$ cancel, and $n_1p_1=n_i^2$ leaves

$$g=\frac{c_nc_p\,(n_i^2-np)}{c_n(n+n_1)+c_p(p+p_1)}. \tag{4}$$

The net hole generation is the same, since the trap's charge is steady. For equal coefficients $c_n=c_p=c=\sigma v$, and with $n_1+p_1=2n_i\cosh x$,

$$g=\frac{c\,(n_i^2-np)}{n+p+2n_i\cosh x}. \tag{5}$$

The sign is that of $n_i^2-np$: a deficit of carriers gives generation, an excess gives recombination.

### The sum over traps

An energy interval $dE=kT\,dx$ holds $D_{it}kT\,dx$ traps per area. Let $D_{it}$ be uniform and extend the range of $x$ to infinity on both sides; the finite gap is treated below. Then

$$G=c\,kTD_{it}(n_i^2-np)\int_{-\infty}^{\infty}\frac{dx}{n+p+2n_i\cosh x}. \tag{6}$$

For $n+p>2n_i$ define a positive number $a$ by $n+p=2n_i\cosh a$. The integral becomes $I(a)/2n_i$, with

$$I(a)=\int_{-\infty}^{\infty}\frac{dx}{\cosh a+\cosh x}.$$

Substitute $y=e^x$, so that $dx=dy/y$ and $\cosh x=(y+1/y)/2$. Multiplying numerator and denominator by $2y$ gives

$$I(a)=\int_0^\infty\frac{2\,dy}{y^2+2y\cosh a+1}=\int_0^\infty\frac{2\,dy}{(y+e^{a})(y+e^{-a})}.$$

The two factors differ by $e^a-e^{-a}=2\sinh a$, so partial fractions give

$$I(a)=\frac{1}{\sinh a}\int_0^\infty\left[\frac{1}{y+e^{-a}}-\frac{1}{y+e^{a}}\right]dy
=\frac{1}{\sinh a}\left[\ln\frac{y+e^{-a}}{y+e^{a}}\right]_0^\infty .$$

The logarithm vanishes at the upper limit and equals $-2a$ at the lower one. Therefore $I(a)=2a/\sinh a$. Since $2n_i\sinh a=\sqrt{(n+p)^2-4n_i^2}$, the result is

$$G=2c\,kTD_{it}\,\frac{(n_i^2-np)\,a}{\sqrt{(n+p)^2-4n_i^2}},\qquad a=\operatorname{arcosh}\frac{n+p}{2n_i}. \tag{7}$$

This holds for generation and recombination. A numerical sum of the single-trap rate over energy agrees with it to within one part in a million for four pairs $(n,p)$: $(0,3n_i)$, $(5n_i,2n_i)$, and, at $p=10^8n_i$, $n=0.4\,n_i^2/p$ and $n=3\,n_i^2/p$. The last two lie on either side of equilibrium.

An implementation also needs the range $n+p<2n_i$. There $a=i\beta$ with $0<\beta\le\pi/2$, so that $\cosh a=\cos\beta$ and $a/\sinh a=\beta/\sin\beta$. The continuation is allowed because $\cos\beta+\cosh x$ stays positive for all real $x$. Hence

$$G=2c\,kTD_{it}\,\frac{(n_i^2-np)\,\beta}{\sqrt{4n_i^2-(n+p)^2}},\qquad \beta=\arccos\frac{n+p}{2n_i}. \tag{8}$$

At $n+p=2n_i$ both forms are 0/0. Their common limit is $c\,kTD_{it}(n_i^2-np)/n_i$, because $a/\sinh a\to1$, and code should use it near that point. Close to equilibrium the difference $n_i^2-np$ loses digits. If the splitting $\Delta$ of the quasi-Fermi levels is known, with $np=n_i^2e^{\Delta/kT}$, then $-n_i^2(e^{\Delta/kT}-1)$, evaluated with a routine for $e^z-1$, avoids the loss.

### The depleted surface as reference

If both carriers are swept away, $n,p\ll n_i$, equation (8) has $\beta=\pi/2$ and the root equals $2n_i$. This gives

$$G_0=\frac{\pi}{2}\,c\,kTD_{it}\,n_i. \tag{9}$$

The traps that matter here lie near midgap, because the weight $1/\cosh x$ falls off within a few $kT$. A trap above midgap emits electrons readily but rarely receives one from the valence band; a trap below midgap has the opposite difficulty.

### The surface rich in holes

Now let $n\to0$ in the sense of (1), and write $r=n_i/p\ll1$ and $L=\ln(p/n_i)=-\ln r$. Then $\cosh a=1/(2r)$, and the logarithmic form of the inverse hyperbolic cosine gives

$$a=\ln\left(\cosh a+\sqrt{\cosh^2a-1}\right)=\ln\frac{1+\sqrt{1-4r^2}}{2r}.$$

With $\sqrt{1-4r^2}=1-2r^2+O(r^4)$ the argument is $(1-r^2)/r$ up to higher order, so

$$a=L-r^2+O(r^4).$$

The remaining factor is

$$\frac{1}{\sqrt{p^2-4n_i^2}}=\frac{1}{p}\left(1+2r^2+O(r^4)\right).$$

Multiplying the two,

$$G=2c\,kTD_{it}\,\frac{n_i^2}{p}\,L\left[1+r^2\left(2-\frac1L\right)+O(r^4)\right]. \tag{10}$$

The leading term is the law (2). Its mathematical error, relative to the integral over an unlimited range of energy, is of order $(n_i/p)^2$. It is negligible for any layer that deserves to be called accumulated; the errors that count come from the physical assumptions. Division by (9) gives the reduction at fixed trap density, cross section and temperature:

$$\frac{G}{G_0}=\frac4\pi\,\frac{n_i}{p}\,\ln\frac{p}{n_i}. \tag{11}$$

### Why the logarithm appears

For $n\to0$ the rate of one trap is

$$g=\frac{c\,n_i^2}{p+n_1+p_1}.$$

The hole density dominates the denominator as long as $n_1<p$ and $p_1<p$, which means $|x|<L$. In this window $g\simeq c\,n_i^2/p$, whatever the trap energy. The occupation (3) shows how this comes about. Inside the window $f\simeq p_1/p\propto e^{-x}$, while the emission coefficient is $cn_1\propto e^{x}$. A higher trap emits faster but is occupied less often, and the product is constant. Most electrons that reach such a trap are removed again by hole capture, at the rate $cp$, before they can be emitted at the rate $cn_1$. This recapture is the cause of the suppression.

Above the window $n_1>p$, and an electron on the trap usually escapes to the conduction band. The bottleneck is then its arrival, at the rate $cp_1$, which falls with $x$. Below the window the trap is nearly always full, and the bottleneck is the emission $cn_1$, which falls towards lower energy. The active window is thus $2kTL$ wide. Each trap in it contributes $c\,n_i^2/p$, and the product of the two with $D_{it}$ is the law (2). As $p$ grows, $G$ falls slightly more slowly than $1/p$, because a higher hole density also brings more traps into the window.

The edges are soft. Near the upper one $p_1$ is negligible and the integrand is $1/[p(1+e^{x-L})]$. With $t=x-L$, the part above the edge is

$$\int_0^\infty\frac{dt}{1+e^{t}}=\int_0^\infty\frac{e^{-t}\,dt}{1+e^{-t}}=\ln2$$

in units of $1/p$. The lower edge gives the same by symmetry, while the whole integral is $2L$ in these units. The share of $G$ from outside the window is therefore $\ln2/L$. The flat plateau loses the same amount just inside the edges, which is why the sharp window gives the correct total.

### The finite gap

Interface traps in the gap occupy $|x|<x_g=E_g/2kT$ if $E_i$ is taken at midgap. The two missing tails amount to

$$2\int_{x_g}^\infty\frac{dx}{1+e^{x-L}}=2\ln\left(1+e^{L-x_g}\right),$$

so the fraction of $G$ that is lost is

$$\frac{\ln\left(1+e^{L-x_g}\right)}{L}. \tag{12}$$

Since $p=n_ie^{(E_i-E_{Fp})/kT}$, with $E_{Fp}$ the quasi-Fermi level of the holes, the lower window edge coincides with $E_{Fp}$. The distance $x_g-L$ is then the height of $E_{Fp}$ above the valence band edge, in units of $kT$. The law holds while this distance is at least a few units. If $E_{Fp}$ enters the valence band, the window fills the gap and the logarithm stops growing; nondegenerate statistics have failed by then as well.

## Part 2. Drainage, extensions and a pinned photodiode

### Symbols and results carried over

The interface has $D_{it}$ traps per area and energy, with capture coefficient $c=\sigma v$ for both carriers unless $c_n$ and $c_p$ are distinguished. The trap energy is $x=(E-E_i)/kT$, with $n_1=n_ie^x$ and $p_1=n_ie^{-x}$, and the gap ends at $|x|=x_g$. The surface densities are $n$ and $p$, and $L=\ln(p/n_i)$. From here on $n_0=n_i^2/p$ denotes the equilibrium electron density at the surface. For $p\gg n_i$ and $n\ll n_0$ the generation is $G=2c\,kTD_{it}n_0L$. It comes from a window $|x|<L$ in which every trap contributes $c\,n_0$. A fully depleted surface has $G_0=(\pi/2)c\,kTD_{it}n_i$.

### How well must the electrons be drained?

Keep a finite $n\ll p$ in the general formula (7). The square root is still $p$ and $a$ is still $L$, but the driving term is $n_i^2-np=p(n_0-n)$. Hence

$$G=S(n_0-n),\qquad S=2c\,kTD_{it}L. \tag{13}$$

$S$ is a surface generation velocity. It depends on the hole density through a logarithm, while $n_0$ carries the factor $1/p$.

The electrons must cross the hole layer, from the interface at $z=0$ to the depleted region at $z=W$. Let the hole density $p(z)$ vary slowly, with surface value $p_s$, and let the hole current be negligible. Hole drift and diffusion then cancel, $\mu_p pF=D_p\,dp/dz$, and the Einstein relation gives the field $F=(kT/q)\,p'/p$. With diffusion constant $D$, the electron flux towards positive $z$ is

$$\Gamma=-D\frac{dn}{dz}-\frac{qD}{kT}\,nF=-D\left(\frac{dn}{dz}+\frac{n}{p}\frac{dp}{dz}\right)=-\frac{D}{p}\,\frac{d(pn)}{dz}.$$

Without generation inside the layer $\Gamma$ is constant. Take the depleted region as a perfect sink, $pn=0$ at $z=W$. This requires it to carry electrons away much faster than $D/W$. Integration gives

$$p_sn=\Gamma\int_0^W\frac{p}{D}\,dz.$$

In the steady state $\Gamma=S(n_0-n)$. Eliminating $n$,

$$\Gamma=\frac{Sn_0}{1+SR},\qquad R=\frac{1}{p_s}\int_0^W\frac{p}{D}\,dz. \tag{14}$$

For a uniform layer $R=W/D$, and the surface electron density is $n/n_0=(SW/D)/(1+SW/D)$. The generation law therefore needs $SR\ll1$. In the opposite limit $\Gamma\to n_0/R$: the flux is limited by transport and no longer depends on the traps. A hole density that rises from the surface inwards increases $R$, because the field then pushes electrons back to the interface.

### Unequal capture coefficients

With $n\to0$ and $\rho=c_n/c_p$, the single-trap rate (4) becomes

$$g=\frac{c_nc_pn_i^2}{c_nn_1+c_p(p+p_1)}=\frac{c_nn_i^2}{p+n_ie^{-x}+\rho\,n_ie^{x}}.$$

The shift $x=y-\tfrac12\ln\rho$ turns both exponentials into multiples of $\sqrt\rho$, and the denominator into $p+2n_i\sqrt\rho\cosh y$. This is the earlier integral with $n_i\sqrt\rho$ in place of $n_i$. Its value for $p\gg n_i\sqrt\rho$ is $(2/p)\ln[p/(n_i\sqrt\rho)]$, so that

$$G=c_n\,kTD_{it}\,\frac{n_i^2}{p}\left[2\ln\frac{p}{n_i}+\ln\frac{c_p}{c_n}\right]. \tag{15}$$

Electron capture sets the scale, and hole capture enters through a logarithm. The reason is that, inside the window, the occupation $p_1/p$ results from hole emission and hole capture, in whose ratio $c_p$ cancels; the electron must then leave at the rate $c_nn_1$. The logarithm expresses the shift of the upper window edge to $c_nn_1=c_pp$. That edge must still lie inside the gap.

For the depleted surface the denominator is $c_nn_1+c_pp_1=2n_i\sqrt{c_nc_p}\cosh y$, which gives $G_0=(\pi/2)\sqrt{c_nc_p}\,kTD_{it}n_i$. A cross section inferred from a depleted surface is thus a geometric mean of the two, and it does not fix the $c_n$ needed in (15).

We now have the generation law for a hole-rich surface, the condition $SR\ll1$ for draining its electrons, and the form of the law for unequal capture coefficients. What remains is the effect of an energy-dependent trap density and of temperature, and a worked pinned photodiode that shows which corrections matter and what then limits the dark current.
